Singlet–triplet gaps of CH2 and CF2, and fluorine lone-pair donation

**Problem**

CH2 and CF2 are radicals of hydrocarbon and fluorocarbon processing plasmas. Each has two carbon-centred frontier orbitals: an in-plane lone pair σ and an out-of-plane p orbital π. The lowest singlet has the occupation σ², the lowest triplet σ¹π¹. Define the adiabatic gap

Δ = E(triplet) − E(singlet),

with each state at its own equilibrium geometry, so that a positive Δ means a singlet ground state.

(a) Estimate Δ for both molecules from orbital energies and a Coulomb scale.
(b) Calculate Δ with a correlated method and find the spin of each ground state.
(c) Find how much of the difference comes from donation of fluorine lone-pair electrons into the carbon π orbital, and whether the sign of Δ in CF2 depends on it.

The molecules are isolated and nonrelativistic, with nuclei and electrons separated in the Born–Oppenheimer manner. Energies are in eV. DZ and TZ denote the cc-pVDZ and cc-pVTZ basis sets.

**First estimate by scaling**

Start from the Hartree–Fock (HF) determinant of the singlet, with energy E_S, and keep its orbitals and geometry. Let h be the one-electron energy, and J and K the Coulomb and exchange integrals. The orbital energies are

ε_p = h_p + Σ_j (2J_pj − K_pj),

where j runs over the doubly occupied orbitals. Exchange acts between equal spins, and K_σσ = J_σσ.

First remove the σ electron of spin β. It takes away h_σ and its interaction with all other electrons. The term j = σ in ε_σ is 2J_σσ − K_σσ = J_σσ, which is the repulsion from the remaining σ electron. The energy removed is therefore ε_σ, and the ion has energy E_S − ε_σ.

Next add a π electron of spin α. With all orbitals j doubly filled it would cost ε_π. The β electron in σ is missing, however, and its interaction with the new electron would have been J_σπ, without exchange because the spins are opposite. The cost is thus ε_π − J_σπ, and

Δ_frozen = ε_π − ε_σ − J_σπ.

A triplet is favoured when the repulsion J_σπ exceeds the level spacing. For an orbital of size R, J scales as e²/(4πε₀R). For CH2 in the DZ basis, ε_σ = −10.674, ε_π = 1.698 and J_σπ = 12.107, so

Δ_frozen(CH2) = 1.698 + 10.674 − 12.107 = 0.265 eV.

The gap is a small remainder of two energies near 12 eV, so its sign cannot be trusted at this level.

For CF2, ε_σ = −12.933 and ε_π = 2.503, a spacing of 15.436 eV. Both orbitals remain mainly on carbon, so scaling suggests that R and J change little. Taking J from CH2 gives

Δ_frozen(CF2) ≈ 15.436 − 12.107 = 3.33 eV.

The calculated J_σπ of CF2 is 12.554 eV, 4% larger, and lowers the estimate to 2.88 eV. Fluorination should therefore raise the gap by about 2.88 − 0.27 = 2.6 eV, mainly through the level spacing.

Donation can be estimated with two orthonormal orbitals per spin: the symmetric combination of fluorine lone pairs at energy 0, and the carbon π orbital at δ > 0, coupled by t. The antisymmetric lone-pair combination does not couple to carbon p, by symmetry. The energies x obey

x(x − δ) − t² = 0, so x = δ/2 ± √(δ²/4 + t²).

An electron in the lower level gains

s = √(δ²/4 + t²) − δ/2.

For t ≪ δ the root is δ/2 + t²/δ to leading order, so s ≈ t²/δ. In the opposite limit, δ → 0, s → t.

In the singlet the carbon orbital is empty for both spins, and the gain is 2s. In the triplet the α orbitals on fluorine and carbon are both filled. The sum of their two energies is δ, with or without coupling, so α gains nothing and β alone gains s. If t and δ were the same in both states, the donation energies D would satisfy

D_S : D_T = 2 : 1.

Donation should thus favour the singlet by about s.

**Full solution: the correlated gap**

The full problem has no closed solution. What follows is a high-level approximation, with its main errors sized where possible. The reference determinants are restricted HF for the singlet and unrestricted HF for the triplet, and the 1s cores are not correlated.

Geometries come from second-order perturbation theory, MP2, in the DZ basis. Its correlation energy in spin orbitals is

E₂ = −¼ Σ_ijab |⟨ij||ab⟩|² / (ε_a + ε_b − ε_i − ε_j),

where i, j are occupied, a, b are empty, and the double bar marks an integral with its exchange part subtracted. Near a minimum, with gradient g and second-derivative matrix H, a step u changes the energy by g·u + ½u·Hu. Setting the derivative g + Hu to zero gives u = −H⁻¹g. The resulting structures are:

CH2 singlet: 1.122 Å, 100.9°
CH2 triplet: 1.090 Å, 131.8°
CF2 singlet: 1.310 Å, 104.8°
CF2 triplet: 1.325 Å, 119.8°

At these geometries the correlation is treated by coupled clusters. The wavefunction is exp(T₁ + T₂)|Φ⟩, where Φ is the HF determinant and T₁ and T₂ create single and double excitations. This is CCSD; a perturbative correction for triple excitations makes it CCSD(T). The DZ gaps are:

CH2: HF −1.250, MP2 −0.771, CCSD −0.556, CCSD(T) −0.524 eV
CF2: HF 1.394, MP2 2.254, CCSD 2.296, CCSD(T) 2.379 eV

The sign change is present already at HF level, but the sizes are not. From HF to CCSD(T), the gap rises by 0.726 eV in CH2 and by 0.985 eV in CF2. The direction agrees with a count of pairs. With n valence electrons the singlet has (n/2)² pairs of opposite spin, while the triplet has (n/2 + 1)(n/2 − 1) = (n/2)² − 1. HF already keeps equal spins apart through antisymmetry, so the singlet has one more pair that HF describes poorly. The count explains a direction, not a magnitude.

The basis is enlarged at MP2 level:

Δ = Δ[CCSD(T)/DZ] + Δ[MP2/TZ] − Δ[MP2/DZ].

This gives

Δ(CH2) = −0.524 + (−0.665 + 0.771) = −0.418 eV,
Δ(CF2) = 2.379 + (2.344 − 2.254) = 2.469 eV.

The nuclei also have zero-point energy. Let q be small changes of the bond lengths and angle, F their force-constant matrix, B the matrix that turns Cartesian displacements into q, and M the diagonal mass matrix. With momenta p conjugate to q, the vibrational energy in the harmonic approximation is

½ pᵀGp + ½ qᵀFq, with G = BM⁻¹Bᵀ.

Hamilton's equations are dq/dt = Gp and dp/dt = −Fq. Differentiating the first and inserting the second gives d²q/dt² = −GFq, so the squared frequencies ω² are the eigenvalues of GF. The zero-point energy is ½Σħω over three modes. Triplet minus singlet, it is 0.019 eV for CH2 and −0.005 eV for CF2. The CF2 force constants were taken near the minimum, not at it, so the last digit of its shift is uncertain. Hence

Δ₀(CH2) = −0.418 + 0.019 = −0.399 eV = −9.2 kcal/mol,
Δ₀(CF2) = 2.469 − 0.005 = 2.464 eV = 56.8 kcal/mol.

CH2 has a triplet ground state and CF2 a singlet one. Fluorination reverses the spin. The third decimals in eV are kept only to trace the arithmetic: the errors estimated below are several hundredths of an eV, or one to two kcal/mol.

**How secure are the signs?**

The σ² singlet of CH2 may need a second important configuration, π², which a method built on one determinant could miss. Full configuration interaction, which includes every excitation of the valence electrons within its basis, tests this. In the small 6-31G basis it gives −1.018 eV, against −1.027 eV from CCSD(T). The difference of 0.009 eV is small. The gap itself is far from the composite value of −0.42 eV. Both methods use the same small basis, which has no polarization functions, so the comparison tests the treatment of correlation and not the basis.

The additive step was tested on CH2 with TZ on carbon and DZ on hydrogen. Direct CCSD(T) gives −0.460 eV and the additive formula −0.436 eV, an error of 0.024 eV. With TZ on all atoms, direct CCSD(T) gives −0.446 eV against the composite −0.418 eV, an error of 0.028 eV. The additive step was not tested on CF2.

To size the remaining basis error, suppose that the correlation part of the gap behaves as c_X = c_∞ + A/X³, with X = 2 for DZ and 3 for TZ. Then

c₃ − c₂ = A(1/27 − 1/8) = −19A/216,
c_∞ − c₃ = −A/27 = (8/19)(c₃ − c₂).

For CH2 the MP2 correlation parts are −0.665 + 1.241 = 0.576 eV in TZ and −0.771 + 1.250 = 0.479 eV in DZ, which leaves (8/19) × 0.097 = 0.041 eV. The same calculation gives 0.036 eV for CF2. Both would move the gap upwards. They are rough estimates, because DZ is too small for the inverse-cube law to hold well; for CH2 the same law applied to TZ and cc-pVQZ (MP2 correlation parts 0.576 and 0.616 eV) leaves 0.069 eV, 1.7 times as much. They have not been added. Core correlation, relativity and anharmonic vibration were not calculated. The estimated errors are much smaller than 0.40 eV, so they do not threaten either sign.

**Blocking the donation**

To measure donation, repeat the HF calculation without the carbon p functions perpendicular to the plane. In the singlet they are removed for both spins. In the triplet they are removed for β alone, since the α electron in carbon π must stay. The donation energy of each state is

D = E(blocked) − E(full) ≥ 0,

because the blocked orbitals are varied in a smaller space. Geometries are held fixed. The gap without donation is

Δ_blocked = (E_T + D_T) − (E_S + D_S) = Δ_HF − (D_S − D_T).

CH2 is the control. Its singlet has no occupied π orbital, and its triplet has one of spin α only, so no electron is available to donate. Blocking changes neither energy by more than 10⁻⁶ hartree.

For CF2 in the TZ basis, D_S = 1.452 and D_T = 0.445 eV. Donation contributes 1.452 − 0.445 = 1.007 eV to the gap, and

Δ_blocked(CF2) = 1.399 − 1.007 = 0.392 eV.

The blocked gap is still positive. With this definition and in this basis, the HF singlet ground state of CF2 survives without donation, but by a small margin that depends on the basis, as shown below.

From CH2 to CF2 the HF/TZ gap changes by 1.399 + 1.241 = 2.640 eV. Donation supplies 1.007 eV, or 38% in this basis. The other 1.633 eV contains σ withdrawal, the change of geometry and Pauli repulsion, which this calculation does not separate. Part of the repulsion also comes from the lone pairs: the triplet's α electron in carbon π must be orthogonal to the filled α lone pairs. The 38% therefore measures donation, not the whole influence of the lone pairs.

Would donation be enough by itself? Adding 1.007 eV to the HF gap of CH2 gives −1.241 + 1.007 = −0.234 eV, still a triplet. Adding it to the correlated gap gives −0.418 + 1.007 = 0.589 eV, a singlet. The two sums disagree, and the second combines an HF donation energy with a correlated gap, so the question stays open. Subtracting the HF donation from the correlated CF2 gap leaves 2.469 − 1.007 = 1.462 eV. This is not the correlated gap without donation, because correlation can change the donation energy itself.

The orbital energies shift as well. The σ level falls by 2.26 eV from CH2 to CF2, while the π level rises by 0.81 eV. With donation blocked, the bare carbon π level of CF2 lies at −2.714 eV, 4.41 eV below the π level of CH2. Releasing the block raises it by 5.22 eV to 2.503 eV. These shifts are not separate energies of withdrawal and donation. The bare orbital is not orthogonal to the fluorine lone pairs. It reaches into the fluorine atoms, where exchange with their electrons and the incompletely screened nuclei would lower its energy even if the atoms were neutral. Its low level therefore does not measure only the charge pulled from carbon. The rise is not a pure donation energy either: it also contains the orthogonality to the lone pairs and the charge returned to carbon. For the same reason −2.714 eV is not the energy at which an electron could be added.

The size of D depends on the basis. In DZ, D_S = 1.690 and D_T = 0.529 eV; donation then contributes 1.161 eV and the blocked gap is 1.394 − 1.161 = 0.233 eV. The sign is the same, but the margin differs by 0.16 eV. At the same geometries other polarized bases give blocked gaps from 0.15 eV (def2-SVP) to 0.51 eV (aug-cc-pVDZ), and blocking the out-of-plane carbon d functions as well lowers the DZ value to 0.10 eV. In 6-31G, which has no polarization functions and an HF gap of only 0.94 eV, the blocked gap is negative, −0.23 eV. The positive sign is thus shown for polarized bases only. The share of donation in the change of the HF gap is 1.161/2.644 = 44% instead of 38%, so the percentage belongs to HF in a given basis and is not a property of the molecules. The definition fails for a very large basis, because functions on fluorine could then imitate the missing carbon orbital and D would tend to zero. Letting the blocked molecules relax would also reduce both D values.

**Comparison of estimate and solution**

The frozen-orbital estimate reaches the correlated gap in three steps: relaxation of the triplet's orbitals and geometry, correlation in the DZ basis, and enlargement of the basis.

CH2: 0.265 − 1.515 + 0.726 + 0.106 = −0.418 eV
CF2: 2.883 − 1.489 + 0.985 + 0.090 = 2.469 eV

For CH2 the estimate has the wrong sign. For CF2 it has the right sign and is 17% above the composite value. The change on fluorination is much better: 2.62 eV estimated, against 2.469 + 0.418 = 2.89 eV calculated, so the estimate is 9% low. It succeeds in this basis because the relaxation terms, each about −1.5 eV, nearly cancel in the difference. The estimate uses an empty HF orbital, whose shape depends strongly on the basis. In TZ the frozen gaps are 0.64 and 3.16 eV, a change of 2.52 eV. With diffuse functions (aug-cc-pVDZ) they are 2.22 and 5.87 eV, a change of 3.66 eV, and the relaxation terms, −3.41 and −4.52 eV, no longer cancel. The estimate is useful only when the basis keeps the empty π orbital compact. The angle opens by 31° in CH2 but by only 15° in CF2, and orbital and geometric relaxation were not separated, so the near equality may be accidental.

For donation, the two-level model gives the right order, D_S > D_T, but the calculated ratio is 1.452/0.445 = 3.3 instead of 2. One cause can be traced. In the singlet, an electron entering carbon π meets two σ electrons, with interaction 2J_σπ − K_σπ for the one of equal spin and the one of opposite spin together. In the triplet, a β electron meets one σ and one π electron, both of spin α, with interaction J_σπ + J_ππ. The difference is J_ππ − J_σπ + K_σπ. It is positive for two perpendicular p orbitals of equal radial form, so δ is larger in the triplet and s smaller.

The populations of carbon p allow a rough measure. In the model the donated population per spin is about t²/δ². The DZ values, which depend on how overlap charge is divided between atoms, are 0.129 per spin in the singlet and 0.091 for β in the triplet. With equal t and to leading order in t/δ,

δ_S/δ_T = √(0.091/0.129) = 0.84,

and the ratio becomes 2/0.84 = 2.4. This moves towards the DZ ratio of 1.690/0.529 = 3.2 but does not reach it. Equal t is in fact a poor assumption. Take the Fock matrices of the blocked states in DZ and make the carbon p orbital orthogonal to the occupied orbitals: δ is 21.8 eV in the singlet and 24.5 eV in the triplet, and t is 3.09 and 2.48 eV. The model ratio 2s_S/s_T is then about 3.5, with t contributing more than δ, although the model gains, 0.86 and 0.25 eV, are only about half the calculated D values. Overlap, the different bond lengths and the response of the other orbitals are left out of the model; their shares were not calculated.

**Use in a processing plasma**

Take a gas temperature of 400 K, a rough value for a processing reactor, so kT = 0.0345 eV. With electronic degeneracies 1 and 3, and with rotational and vibrational partition functions neglected, thermal equilibrium gives

n_S/n_T (CH2) = (1/3) exp(−0.399/0.0345) ≈ 3 × 10⁻⁶,
n_T/n_S (CF2) = 3 exp(−2.464/0.0345) ≈ 3 × 10⁻³¹.

An error of 0.05 eV in the gap changes either ratio by a factor exp(0.05/0.0345) ≈ 4. A real plasma breaks the assumption of equilibrium far more strongly. Its electrons have energies of roughly a few eV, enough to excite either radical, and chemical reactions can also form excited radicals. The excited fractions then follow from rates of production and loss and can exceed the thermal values by many orders of magnitude; the gaps alone do not predict them. The gaps themselves apply to free radicals in the gas, not to radicals bound to a wafer or chamber wall. The full set of computed values is in the numerical output below.

Table of computed values

```
Gap = E(triplet) - E(singlet)
CH2 singlet: r=1.1218 angstrom, angle=100.85 deg
CH2 triplet: r=1.0903 angstrom, angle=131.75 deg
CF2 singlet: r=1.3101 angstrom, angle=104.75 deg
CF2 triplet: r=1.3249 angstrom, angle=119.78 deg
CH2 gap HF/cc-pVDZ: -1.250 eV
CH2 gap MP2/cc-pVDZ: -0.771 eV
CH2 gap CCSD/cc-pVDZ: -0.556 eV
CH2 gap CCSD(T)/cc-pVDZ: -0.524 eV
CH2 gap HF/cc-pVTZ: -1.241 eV
CH2 gap MP2/cc-pVTZ: -0.665 eV
CH2 composite gap: -0.418 eV = -9.6 kcal/mol
CH2 triplet-singlet ZPE shift: 0.019 eV
CH2 gap with ZPE: -0.399 eV = -9.2 kcal/mol
CH2 remaining basis shift, estimate: 0.041 eV
CH2 singlet largest CCSD t2: 0.137
CH2 triplet UHF <S^2>: 2.0156
CF2 gap HF/cc-pVDZ: 1.394 eV
CF2 gap MP2/cc-pVDZ: 2.254 eV
CF2 gap CCSD/cc-pVDZ: 2.296 eV
CF2 gap CCSD(T)/cc-pVDZ: 2.379 eV
CF2 gap HF/cc-pVTZ: 1.399 eV
CF2 gap MP2/cc-pVTZ: 2.344 eV
CF2 composite gap: 2.469 eV = 56.9 kcal/mol
CF2 triplet-singlet ZPE shift: -0.005 eV
CF2 gap with ZPE: 2.464 eV = 56.8 kcal/mol
CF2 remaining basis shift, estimate: 0.036 eV
CF2 singlet largest CCSD t2: 0.097
CF2 triplet UHF <S^2>: 2.0072
CH2 gap, TZ carbon and DZ hydrogen: direct CCSD(T) -0.460, additive -0.436 eV
CH2 density-fitting error in gap: HF 0.00004, MP2 -0.00007 eV
CH2 6-31G gap: full CI -1.018, CCSD(T) -1.027 eV
CH2 sigma level -10.674, pi level 1.698 eV
CH2 J 12.107, frozen-orbital gap 0.265 eV
CF2 sigma level -12.933, pi level 2.503 eV
CF2 J 12.554, frozen-orbital gap 2.883 eV
CF2 bare carbon pi level, donation blocked: -2.714 eV
CF2 singlet C px population: alpha 0.129, beta 0.129 electrons
CF2 triplet C px population: alpha 1.007, beta 0.091 electrons
CF2 donation energy cc-pVDZ: singlet 1.690, triplet 0.529 eV
CF2 donation energy cc-pVTZ: singlet 1.452, triplet 0.445 eV
CF2 donation contribution to HF/TZ gap: 1.007 eV
CF2 HF/TZ gap with donation blocked: 0.392 eV
CF2 composite gap minus HF donation: 1.462 eV
CH2 to CF2 HF/TZ gap change: 2.640 eV
Change not assigned to donation: 1.633 eV
Gas temperature: 400 K; kT=0.0345 eV
CH2 equilibrium singlet/triplet ratio: 3.16e-06
CF2 equilibrium triplet/singlet ratio: 2.73e-31
```
